# Pseudomagnetic field of a pinned Gaussian bump in graphene, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the height profile to the threefold field

### What dimensions and symmetry already fix

A graphene sheet is lifted into a smooth bump, and its atoms are allowed no displacement in the plane. The bonds lengthen unequally, and near each corner of the Brillouin zone this acts on the electrons like a vector potential $\mathbf A$. The quantity $e\mathbf A/\hbar$ is a wave-vector shift, so it has the dimension of an inverse length. To leading order it is linear in the strain, which is dimensionless. The length that supplies the dimension is the bond length $a$, because the shift comes from changes of hopping between neighbouring atoms. Hence $e\mathbf A/\hbar\sim(\beta/a)\times$ strain, where the number $\beta$ measures how fast the hopping falls with bond length.

For a bump of height $h_0$ and width $b$ the slope is of order $h_0/b$, and the strain is of order $h_0^2/b^2$. The curl brings one more factor $1/b$. Therefore

$$
B(r,\theta)=\frac{\hbar\beta h_0^2}{e\,a\,b^3}\,F(r/b,\theta),
$$

with $F$ dimensionless.

Symmetry fixes the angular part. At leading order $B$ is linear in the first derivatives of the strain. The Cartesian strain components of a round bump contain the angular harmonics $0$ and $\pm2$. A first derivative changes a harmonic by one, so $B$ contains harmonics no higher than 3. Three facts about the lattice then apply.

- A rotation by $120^\circ$ maps valley $K$ onto an equivalent point. The harmonics of $B$ must be multiples of three, which leaves 0 and $\pm3$.
- A rotation by $180^\circ$ exchanges the valleys and keeps the sign of a field normal to the sheet. Time reversal also exchanges the valleys and reverses the field. Together they require $B(-\mathbf r)=-B(\mathbf r)$ for a round bump, which removes harmonic 0.
- The mirror $y\to-y$, with $x$ along the direction of $K$, keeps the valley and reverses a normal field. This selects $\sin3\theta$ and excludes $\cos3\theta$.

So $F(r/b,\theta)=f(r/b)\sin3\theta$, and the integral over any circle around the centre vanishes. What remains is the function $f$, with its sign and its numerical factor.

### Model and conventions

The height is

$$
h(r)=h_0\exp(-r^2/b^2),\qquad a\ll b,\qquad h_0\ll b .
$$

The vectors from an atom of sublattice A to its three neighbours on sublattice B, projected on the plane, are

$$
\boldsymbol\delta_1=a(0,1),\quad
\boldsymbol\delta_2=a\left(\tfrac{\sqrt3}{2},-\tfrac12\right),\quad
\boldsymbol\delta_3=a\left(-\tfrac{\sqrt3}{2},-\tfrac12\right).
$$

The $x$ axis is then a zigzag direction and one bond lies along $y$. The valley under study is $\mathbf K=(4\pi/(3\sqrt3a),0)$, and $\theta$ is measured from the direction of $\mathbf K$. This detail matters to an implementation, since zigzag directions recur every $60^\circ$ and a shift of $\theta$ by $60^\circ$ reverses $\sin3\theta$.

Electrons hop between nearest neighbours with amplitude $-t(d)$, where $d$ is the true bond length in space and

$$
t(d)=t\exp[-\beta(d/a-1)] .
$$

The electron has charge $-e$, with $e>0$. The field is defined by writing the Hamiltonian in valley $K$ as $H=v\,\boldsymbol\sigma\cdot(\mathbf p+e\mathbf A)$, acting on the pair of amplitudes (A, B), and setting $B=\partial_xA_y-\partial_yA_x$.

"Frozen" means that atoms of both sublattices keep their flat-sheet positions in projection. The substrate is supposed to hold them there. The forces this needs are found in the second half.

### Strain and bond lengths

With in-plane displacement $\mathbf u=0$, the strain is that of the slope alone:

$$
u_{ij}=\tfrac12\,\partial_ih\,\partial_jh .
$$

The slope of a round bump is radial, $\nabla h=h'(r)(\cos\theta,\sin\theta)$. Define $w(r)=\tfrac12h'^2$. Then

$$
u_{xx}=w\cos^2\theta,\quad u_{yy}=w\sin^2\theta,\quad u_{xy}=w\sin\theta\cos\theta,
$$

and the two combinations needed below are

$$
u_{xx}-u_{yy}=w\cos2\theta,\qquad 2u_{xy}=w\sin2\theta. \tag{1}
$$

The ends of bond $n$ differ in height by $\boldsymbol\delta_n\cdot\nabla h$, up to corrections small in $a/b$. Its projected length is still $a$. Expanding the square root for small slope gives

$$
d_n=\sqrt{a^2+(\boldsymbol\delta_n\cdot\nabla h)^2}
\simeq a+\frac{(\boldsymbol\delta_n\cdot\nabla h)^2}{2a}
=a+\frac{\boldsymbol\delta_n\cdot u\cdot\boldsymbol\delta_n}{a}.
$$

The last step uses the definition of $u_{ij}$. The hopping changes by

$$
\delta t_n=-\frac{\beta t}{a}(d_n-a)=-\frac{\beta t}{a^2}\,\boldsymbol\delta_n\cdot u\cdot\boldsymbol\delta_n. \tag{2}
$$

The minus sign says that a longer bond hops less.

### The Dirac Hamiltonian of the flat sheet

For a plane wave $\mathbf k$ the matrix element between the sublattices is $H_{AB}=-\sum_nt_n\exp(i\mathbf k\cdot\boldsymbol\delta_n)$. At $\mathbf K$ the three phase factors are $1$, $\omega$ and $\omega^*$, with $\omega=\exp(2\pi i/3)$, because $\mathbf K\cdot\boldsymbol\delta_2=2\pi/3$ and $\mathbf K\cdot\boldsymbol\delta_3=-2\pi/3$. Two identities are used repeatedly:

$$
\omega+\omega^*=-1,\qquad \omega-\omega^*=i\sqrt3 .
$$

With equal hoppings the sum vanishes at $\mathbf K$. For $\mathbf k=\mathbf K+\mathbf q$ and small $\mathbf q$ the linear term is

$$
\begin{aligned}
H_{AB}&=-it\left[\mathbf q\cdot\boldsymbol\delta_1+\omega\,\mathbf q\cdot\boldsymbol\delta_2+\omega^*\mathbf q\cdot\boldsymbol\delta_3\right]\\
&=-ita\left[q_y+\tfrac{\sqrt3}{2}q_x(\omega-\omega^*)-\tfrac12q_y(\omega+\omega^*)\right]\\
&=-ita\left[\tfrac32q_y+\tfrac{3i}{2}q_x\right]
=\tfrac32ta\,(q_x-iq_y).
\end{aligned}
$$

This is the upper right element of $\hbar v\,\boldsymbol\sigma\cdot\mathbf q$ with $\hbar v=\tfrac32ta$.

### The vector potential

The strained bonds add $-\sum_n\delta t_n\exp(i\mathbf K\cdot\boldsymbol\delta_n)$. Since the projected positions have not moved, the phases are those of the flat sheet. The three contractions in (2) are

$$
\frac{\boldsymbol\delta_1\cdot u\cdot\boldsymbol\delta_1}{a^2}=u_{yy},\qquad
\frac{\boldsymbol\delta_{2,3}\cdot u\cdot\boldsymbol\delta_{2,3}}{a^2}
=\tfrac34u_{xx}+\tfrac14u_{yy}\mp\tfrac{\sqrt3}{2}u_{xy},
$$

with the upper sign for bond 2. The two minus signs, one from the hopping term and one from (2), cancel:

$$
\begin{aligned}
\delta H_{AB}&=\beta t\left[u_{yy}+\left(\tfrac34u_{xx}+\tfrac14u_{yy}\right)(\omega+\omega^*)-\tfrac{\sqrt3}{2}u_{xy}(\omega-\omega^*)\right]\\
&=\beta t\left[-\tfrac34(u_{xx}-u_{yy})-\tfrac{3i}{2}u_{xy}\right].
\end{aligned}
$$

The definition of $\mathbf A$ requires $\delta H_{AB}=ev(A_x-iA_y)$. Dividing by $ev=3eta/(2\hbar)$ and comparing real and imaginary parts yields

$$
\mathbf A=\frac{\hbar\beta}{2ea}\,\bigl(u_{yy}-u_{xx},\;2u_{xy}\bigr). \tag{3}
$$

An isotropic strain drops out, as it must: it changes three equivalent bonds equally and leaves the zero of $H_{AB}$ at $\mathbf K$. It alters the velocity, but the product of that change with $\mathbf q$ is of higher order here.

In valley $K'=-K$ every phase factor is replaced by its complex conjugate. The hoppings are real, so a zero at $\mathbf K+\mathbf q$ implies one at $-\mathbf K-\mathbf q$. The shift is reversed, and with it $\mathbf A$ and $B$. A true magnetic field would have the same sign in both valleys.

### Taking the curl

Set $C=\hbar\beta/(2ea)$. With (1), equation (3) becomes

$$
\mathbf A=Cw(r)\,(-\cos2\theta,\;\sin2\theta). \tag{4}
$$

The derivatives in polar coordinates are $\partial_x=\cos\theta\,\partial_r-(\sin\theta/r)\partial_\theta$ and $\partial_y=\sin\theta\,\partial_r+(\cos\theta/r)\partial_\theta$. Therefore

$$
\begin{aligned}
\frac BC&=\partial_x(w\sin2\theta)+\partial_y(w\cos2\theta)\\
&=w'(\cos\theta\sin2\theta+\sin\theta\cos2\theta)
-\frac{2w}{r}(\sin\theta\cos2\theta+\cos\theta\sin2\theta).
\end{aligned}
$$

Both brackets equal $\sin3\theta$, so

$$
B(r,\theta)=\frac{\hbar\beta}{2ea}\left(w'-\frac{2w}{r}\right)\sin3\theta. \tag{5}
$$

This holds for any smooth round profile within the stated order. The threefold pattern arises in two steps. The strain turns twice as one goes around the bump, and the lattice makes $A_x-iA_y=-Cw\exp(2i\theta)$ out of it. The operator $\partial_x+i\partial_y=\exp(i\theta)[\partial_r+(i/r)\partial_\theta]$ adds one more turn, and $B$ is minus the imaginary part of the result.

Equation (5) also shows which shapes give no field. The bracket vanishes for $w\propto r^2$, which means $h'\propto r$, a paraboloid. A Gaussian is a paraboloid near its top, so its field must start at a higher power of $r$.

### Inserting the Gaussian

The slope is $h'=-(2h_0r/b^2)\exp(-r^2/b^2)$. Squaring and halving gives

$$
w=\frac{2h_0^2r^2}{b^4}\exp(-2r^2/b^2).
$$

The two terms of (5) are

$$
w'=\frac{2h_0^2}{b^4}\left(2r-\frac{4r^3}{b^2}\right)\exp(-2r^2/b^2),\qquad
\frac{2w}{r}=\frac{2h_0^2}{b^4}\,2r\exp(-2r^2/b^2).
$$

The linear terms cancel, which is the paraboloid at work. The remainder is $-8h_0^2r^3\exp(-2r^2/b^2)/b^6$, and

$$
\boxed{\,B(r,\theta)=-\frac{4\hbar\beta h_0^2}{e\,a\,b^6}\,r^3\exp(-2r^2/b^2)\,\sin3\theta\,} \tag{6}
$$

For numerical work it is safer to replace $r^3\sin3\theta$ by $3x^2y-y^3$, which needs no angle at the origin.

The field is negative for $0<\theta<60^\circ$, positive in the next sector, and so on around six lobes. It vanishes along the zigzag directions and is strongest along the bond directions. The sign of $h_0$ does not matter: a dent and a bump of equal size give the same field.

The maximum over $r$ follows from $3/r-4r/b^2=0$, which gives $r_{\rm p}=\tfrac{\sqrt3}{2}b$. There $r^3=\tfrac{3\sqrt3}{8}b^3$ and the exponential is $\exp(-3/2)$, so

$$
|B|_{\max}=\frac{3\sqrt3}{2}\exp(-3/2)\,\frac{\hbar\beta h_0^2}{e\,a\,b^3}
\simeq0.580\,\frac{\hbar\beta h_0^2}{e\,a\,b^3}. \tag{7}
$$

### A worked bump

Take $h_0=1$ nm and $b=10$ nm, with the rough graphene values $a=0.142$ nm and $\beta=3$. The strain $w$ is largest at $r=b/\sqrt2$, where it equals $(h_0^2/b^2)\exp(-1)=0.37$ percent. With $\hbar/e=658.2\ \mathrm{T\,nm^2}$,

$$
|B|_{\max}=0.580\times\frac{658.2\times3\times1^2}{0.142\times10^3}\ \mathrm T=8.1\ \mathrm T
\quad\text{at}\quad r_{\rm p}=8.7\ \mathrm{nm}.
$$

The expansion in small strain can be tested by leaving it out. At each point the three hoppings are computed from bond lengths in space, the zero of $\sum_nt_n\exp(i\mathbf k\cdot\boldsymbol\delta_n)$ is found by Newton iteration, and the curl of its displacement is taken by finite differences. This gives a peak of 8.07 T at 8.6 nm. Over radii from $0.2b$ to $2b$, the largest difference from (6) is 1.5 percent of the peak field. For half the height, and so a quarter of the strain, the largest difference falls to 0.38 percent of the correspondingly smaller peak. The relative error thus goes down in proportion to the strain, as expected for omitted terms of second order in strain. Formula (6) should not be trusted to better than about a percent for this bump, even within the hopping model.

## 2. Flux, observable meaning and the cost of freezing

### Symbols and results carried over

The bump is $h=h_0\exp(-r^2/b^2)$, the bond length is $a$, and the nearest-neighbour hopping is $t$ with decay number $\beta$. The angle $\theta$ is measured from the direction of valley $K$, which is a zigzag direction. The electron has charge $-e$, the Hamiltonian in this valley is $v\,\boldsymbol\sigma\cdot(\mathbf p+e\mathbf A)$, and $\hbar v=\tfrac32ta$. With $w=\tfrac12h'^2$ the first half found

$$
\mathbf A=\frac{\hbar\beta}{2ea}\,w\,(-\cos2\theta,\sin2\theta),\qquad
B=\frac{\hbar\beta}{2ea}\left(w'-\frac{2w}{r}\right)\sin3\theta .
$$

For the frozen Gaussian, $w'-2w/r=-8h_0^2r^3\exp(-2r^2/b^2)/b^6$. In the worked bump, $h_0=1$ nm, $b=10$ nm, $a=0.142$ nm and $\beta=3$, and the peak field is 8.1 T. The field has the opposite sign in valley $K'$.

### Zero flux, and two reasons for it

The component of $\mathbf A$ along a centred circle is

$$
A_\theta=-\sin\theta\,A_x+\cos\theta\,A_y
=\frac{\hbar\beta w}{2ea}(\sin\theta\cos2\theta+\cos\theta\sin2\theta)
=\frac{\hbar\beta w}{2ea}\sin3\theta .
$$

Its integral over a full turn is zero, so the flux through every centred disc vanishes. This relies on the symmetry of the bump about the centre. A round shape is sufficient but not necessary: if $h(-\mathbf r)=h(\mathbf r)$, the strain is even, $B$ is odd, and the flux through a centred disc vanishes.

The total flux vanishes for a more general reason. By Stokes' theorem it equals the circulation of $\mathbf A$ on a distant loop, and $\mathbf A$ is local in the strain. Where the frozen sheet is flat, $\mathbf A=0$. Any localized height profile therefore has zero total flux, whatever its shape.

The distinction shows when a second bump of height $0.7h_0$ and equal width is placed at $(1.2b,0.5b)$. The flux through the disc of radius $r_{\rm p}=\tfrac{\sqrt3}{2}b$ around the first bump is then $-0.38$ from the bond lengths in space ($-0.37$ to leading order in the strain) in units of the lobe flux of a single bump, given next. Through a disc of radius $5b$ the flux is zero within $10^{-10}$ of that unit.

The frozen Gaussian bump has a threefold field, given by (6), whose flux vanishes through every centred disc and in total. Still to come are the flux of a single lobe, the effect of the field on the two sublattices, the traction that freezing requires, and the field when the sheet may slide.
